# Field-oxide transistor threshold and the fixed charge that halves it

## Question

A polysilicon line crosses 400 nm of silicon dioxide over p-type silicon doped at \(10^{17}\ \mathrm{cm^{-3}}\). There are n-type regions on either side, so the line, the oxide and the silicon form an unwanted n-channel transistor. I have to calculate its threshold voltage, and then the fixed oxide charge that would halve it.

I know the threshold formula for an ordinary thin-gate MOSFET, but three things stop me. Can I trust the depletion approximation when the oxide is so thick? When I halve the threshold, do I halve only the oxide voltage or the whole expression? And does it matter where in the oxide the charge sits?

## Answer

The thin-gate formula still applies, you halve the whole threshold, and the position of the charge does matter. The problem as posed leaves some conditions open, so I fix them here:

- The gate is n+ polysilicon with its Fermi level at the conduction-band edge.
- The silicon is uniformly doped, and the device is long and wide.
- Source and body are grounded, and \(T=300\) K.
- The oxide initially holds no charge. The added charge is a positive sheet at the silicon/oxide interface.

Threshold means that the electron density at the silicon surface equals the hole density in the bulk. I take \(q>0\) and measure the potential \(\psi\) from the neutral bulk.

### The surface potential at threshold

With Boltzmann statistics and fully ionized acceptors, the bulk hole density is \(N_A\) and the bulk electron density is \(n_i^2/N_A\). Write \(v=kT/q\) for the thermal voltage. At the surface, where \(\psi=\psi_s\), the electron density is

\[
n_s=\frac{n_i^2}{N_A}e^{\psi_s/v}.
\]

Setting \(n_s=N_A\) gives \(e^{\psi_s/v}=(N_A/n_i)^2\), hence

\[
\psi_s=2\phi_F,\qquad \phi_F=v\ln\frac{N_A}{n_i}.
\]

For \(v=0.02585\) V and \(n_i=10^{10}\ \mathrm{cm^{-3}}\),

\[
\phi_F=0.02585\ln(10^7)=0.4167\ \mathrm V,\qquad 2\phi_F=0.8334\ \mathrm V.
\]

### The charge in the silicon

In the depletion approximation the holes are absent down to a depth \(W\), leaving the charge density \(-qN_A\). Poisson's equation is then \(\psi''=qN_A/\epsilon_s\). Both \(\psi\) and \(\psi'\) vanish at \(x=W\), so two integrations give

\[
\psi(x)=\frac{qN_A}{2\epsilon_s}(W-x)^2 .
\]

Putting \(\psi(0)=2\phi_F\) and solving for \(W\),

\[
W=\sqrt{\frac{2\epsilon_s(2\phi_F)}{qN_A}},\qquad
Q_d=qN_AW=\sqrt{2q\epsilon_sN_A(2\phi_F)} .
\]

Here \(Q_d\) is the magnitude of the negative charge per area. With relative permittivity 11.7, \(W=103.8\) nm and \(Q_d=0.1663\ \mathrm{\mu C/cm^2}\).

This approximation ignores electrons and draws a sharp edge for the holes. To see what that costs, keep both carriers:

\[
\psi''=\frac{qN_A}{\epsilon_s}\left[1-e^{-\psi/v}+e^{-2\phi_F/v}\left(e^{\psi/v}-1\right)\right].
\]

Multiply by \(2\psi'\). The left side becomes \(d(\psi'^2)/dx\), and the right side can be integrated over \(\psi\) from 0 to \(\psi_s\). With \(u=\psi_s/v\) and \(u_F=\phi_F/v\), the surface field \(E_s\) obeys

\[
E_s^2=\frac{2qN_Av}{\epsilon_s}
\left[e^{-u}+u-1+e^{-2u_F}(e^u-u-1)\right].
\]

At threshold \(u=2u_F\), and the bracket is

\[
e^{-2u_F}+2u_F-1+1-e^{-2u_F}(2u_F+1)
=2u_F\left(1-e^{-2u_F}\right).
\]

The \(-1\) from the gradual hole edge cancels the \(+1\) from the electrons. Since \(e^{-2u_F}=(n_i/N_A)^2=10^{-14}\), the total silicon charge \(\epsilon_sE_s\) equals \(Q_d\) for any practical purpose. Oxide thickness does not enter this argument, which answers your first worry.

The electrons are present, though. Near the surface their density falls over a distance of about \(v/E_s\), so their sheet density is roughly \(N_Av/E_s\). Using \(E_s=Q_d/\epsilon_s\), their share of the charge is

\[
\frac{qN_Av\epsilon_s}{Q_d^2}
=\frac{qN_Av\epsilon_s}{2q\epsilon_sN_A(2\phi_F)}
=\frac{v}{4\phi_F}\approx1.55\,\%.
\]

A numerical solution of Poisson's equation with both carriers gives 1.59 %.

### From charge to gate voltage

The work function of the n+ gate is smaller than that of the p-type silicon. If the intrinsic level lies at midgap and the silicon band gap \(E_g\) is set to 1.1245 eV, as in the program, the difference, gate minus silicon, is

\[
\phi_{ms}=-\left(\frac{E_g}{2q}+\phi_F\right)
=-(0.5622+0.4167)=-0.979\ \mathrm V .
\]

The applied voltage, corrected for this difference, is shared between oxide and silicon:

\[
V_G-\phi_{ms}=V_{ox}+\psi_s .
\]

Without oxide charge, Gauss's law requires the gate to carry \(+Q_d\), so \(V_{ox}=Q_d/C_{ox}\). Therefore

\[
\boxed{V_{T0}=\phi_{ms}+2\phi_F+\frac{\sqrt{2q\epsilon_sN_A(2\phi_F)}}{C_{ox}}},
\qquad C_{ox}=\frac{\epsilon_{ox}}{t_{ox}} .
\]

For relative permittivity 3.9 and \(t_{ox}=400\) nm, \(C_{ox}=8.633\ \mathrm{nF/cm^2}\). The oxide voltage is

\[
V_{ox}=\frac{0.1663\ \mathrm{\mu C/cm^2}}{8.633\ \mathrm{nF/cm^2}}=19.27\ \mathrm V,
\]

and the threshold is

\[
V_{T0}=-0.979+0.833+19.267=19.1\ \mathrm V .
\]

The numerical solution, which finds the gate voltage at which \(\psi_s=2\phi_F\), gives 19.121 V, as does the formula. The oxide voltage dominates, and the other two terms nearly cancel. The silicon needs the same charge as it would under a thin gate, but the small capacitance makes that charge expensive in volts.

### The charge that halves it

Put a positive sheet \(Q_f\) at the interface. The silicon still needs the charge \(-Q_d\) at threshold, but the gate now has to supply only \(Q_d-Q_f\). The oxide voltage becomes \((Q_d-Q_f)/C_{ox}\), while \(\phi_{ms}\) and \(2\phi_F\) are unchanged:

\[
V_T=V_{T0}-\frac{Q_f}{C_{ox}} .
\]

Positive charge thus lowers the threshold of an n-channel device. Requiring \(V_T=V_{T0}/2\) gives

\[
\boxed{Q_f=\frac{C_{ox}V_{T0}}2},\qquad
N_f=\frac{Q_f}{q}=\frac{\epsilon_{ox}V_{T0}}{2qt_{ox}} .
\]

The numbers are

\[
Q_f=\tfrac12(8.633\ \mathrm{nF/cm^2})(19.12\ \mathrm V)
=0.0825\ \mathrm{\mu C/cm^2},
\]

or \(N_f=5.15\times10^{11}\) elementary charges per \(\mathrm{cm^2}\). The new threshold is 9.56 V. With this sheet inserted, the Poisson solution gives 9.561 V.

On your second worry, it is the whole threshold that is halved. Here the distinction is small, as substituting \(V_{T0}\) shows:

\[
Q_f=\frac{Q_d}{2}+\frac{C_{ox}}2(\phi_{ms}+2\phi_F).
\]

The last bracket is only \(-0.146\) V. As the oxide gets thicker, \(C_{ox}\to0\) and \(Q_f\to Q_d/2\): the required charge stops depending on thickness and becomes half the depletion charge. The opposite limit behaves differently. With the other parameters fixed, \(V_{T0}\) reaches zero when the oxide voltage is 0.146 V, at a thickness of about \(400\times0.146/19.27\approx3\) nm. This thickness is sensitive to the gate work function: a gate Fermi level 0.06 eV above the band edge moves it to about 4.3 nm. For thinner oxides this model gives a negative threshold, and positive charge can no longer halve it.

If the oxide already holds charge, replace \(V_{T0}\) by the threshold you start from. The formula then gives the additional charge.

### Where the charge sits

Let a sheet \(Q\) lie at distance \(x\) from the gate. At fixed silicon charge, Gauss's law leaves the field between sheet and silicon unchanged and reduces the field between gate and sheet by \(Q/\epsilon_{ox}\). That reduction acts over the distance \(x\), so

\[
\Delta V_T=-\frac{Qx}{\epsilon_{ox}}
=-\frac{Q}{C_{ox}}\frac{x}{t_{ox}} .
\]

Charge at the gate has no effect, and charge at the silicon interface has full effect. For a total charge \(Q\) spread uniformly, the average of \(x/t_{ox}\) is \(1/2\), so halving the threshold takes \(2N_f=1.03\times10^{12}\ \mathrm{cm^{-2}}\). The Poisson solution with that distribution again gives 9.561 V.

### What a source bias does

Suppose the source is at \(V_{SB}>0\) relative to the body. The electrons at the surface are in equilibrium with the source, so \(\psi_s\) must rise to \(2\phi_F+V_{SB}\). The gate-to-body threshold contains this larger surface potential. Subtracting \(V_{SB}\) to refer it to the source leaves

\[
V_T=\phi_{ms}+2\phi_F+
\frac{\sqrt{2q\epsilon_sN_A(2\phi_F+V_{SB})}}{C_{ox}} .
\]

For \(V_{SB}=1\) V and no oxide charge, the last term is \(19.267\sqrt{1.8334/0.8334}=28.58\) V, so \(V_T=28.4\) V. One volt on the source raises the threshold by 9.3 V, because the extra depletion charge must also be balanced across the small oxide capacitance. Among non-negative source biases, the grounded source gives the lowest threshold.

### Is a halved threshold still safe for a 5 V line?

The threshold of 9.56 V exceeds 5 V, but the turn-off below threshold is slow. The electron density varies mainly as \(e^{\psi_s/v}\), while \(V_G\) changes with \(\psi_s\) as

\[
\frac{dV_G}{d\psi_s}=1+\frac{C_d}{C_{ox}},\qquad
C_d=\frac{dQ_d}{d\psi_s}=\frac{q\epsilon_sN_A}{Q_d}=\frac{\epsilon_s}{W}.
\]

The gate swing per decade of electron density is therefore approximately

\[
S=(\ln10)\,v\left(1+\frac{C_d}{C_{ox}}\right).
\]

Between 1.5 and 2.5 V below the halved threshold, this formula gives 0.81 V per decade and the Poisson solution 0.85 V. The formula neglects the gradual hole edge and the change of the electron-layer thickness with field. Each correction is of relative order \(v/(2\psi_s)\), about 2 % here, and both increase \(S\), which accounts for most of the difference.

Close to threshold the swing is larger still. There the electrons contribute their own capacitance, about

\[
\frac{q(N_Av/E_s)}{v}=\frac{qN_A}{E_s}=\frac{\epsilon_s}{W}=C_d ,
\]

as much as the depletion layer. Far below threshold the swing also grows, because the thinner depletion layer has a larger \(C_d\); at 5 V it is about 0.97 V per decade. For both reasons a constant \(S\) of 0.81 to 0.85 V overestimates how far the channel turns off. The Poisson solution at \(V_G=5\) V, with \(N_f\) present, gives \(1.8\times10^5\) electrons per \(\mathrm{cm^2}\), against \(1.65\times10^{10}\) at threshold. That is 5.0 decades of reduction. Whether it suffices depends on the permitted leakage and on the width and length of the path.

### Comparison with real field oxides

A few hundred nanometres is a realistic thickness for thick field isolation, and \(10^{17}\ \mathrm{cm^{-3}}\) is plausible for a surface deliberately doped to suppress the parasitic channel. The required \(N_f\) is high for a good thermal oxide, where fixed charge is very roughly \(10^{10}\) to \(10^{11}\ \mathrm{cm^{-2}}\). Positive charge trapped after ionizing radiation can be much larger. One assumption worth questioning is uniform doping, since boron tends to move into the growing oxide and leave the silicon surface depleted of it. As a simple stand-in, halving the doping everywhere lowers the uncharged threshold from 19.1 to 13.2 V. With the same \(N_f\) it becomes 3.6 V, so in that case a 5 V line would turn the parasitic transistor on. If the doping is halved only at the surface and recovers with depth, the threshold falls less, and the outcome depends on the actual profile.

Interface traps are also left out, and with so small an oxide capacitance they can matter. The following effects, each estimated separately for the original doping, are smaller, for the values given, than that of halving the doping:

- **Temperature.** At 398 K the uncharged threshold is 17.2 V, and 7.7 V with the same \(N_f\). The larger \(n_i\) reduces \(\phi_F\).
- **Confinement.** In a triangular well with silicon's anisotropic masses at a (100) surface, the surface layer holds about 0.33 times the classical number of electrons per area at the same \(\psi_s\). Restoring that number needs \(v\ln(1/0.33)=0.029\) V more surface potential. Multiplied by \(dV_G/d\psi_s=12.56\) at fixed electron charge, this raises the threshold by about 0.36 V. For (110) and (111) surfaces the ratio is near 0.29 and the shift about 0.41 V.
- **Ionization and degeneracy.** About 94 % of the acceptors are ionized in the neutral bulk, which lowers the bulk potential and thereby shifts the threshold by \(-0.04\) V. Including the changed charge near the depletion edge makes the shift about \(-0.06\) V. Most of this arises because the threshold condition follows the reduced bulk hole density; at a fixed surface electron density of \(N_A\) the shift is only about \(-0.02\) V. The Fermi level is 5.8 \(kT\) above the valence edge, so Boltzmann statistics is adequate.
- **Gate depletion.** For polysilicon doped at \(10^{20}\ \mathrm{cm^{-3}}\), the depletion formula gives 0.8 mV. That is far below \(kT/q\), so the gate has no sharp depletion edge and the formula does not apply. The electrons screen the field over roughly 0.6 nm instead, which at a field of 0.16 MV/cm costs about 10 mV, still negligible. At this doping the gate is degenerate: ignoring band-gap narrowing, its Fermi level lies about 0.06 eV above the conduction-band edge rather than at it, which lowers the threshold by about 0.06 V.
- **Drain influence.** A lateral disturbance decays over about 140 nm in the oxide/depletion stack. For a 2 µm gap and 5 V on the drain, a rough one-mode estimate lowers the threshold by 0.02 V. The estimate grows as \(e^{-L/(2\ell)}\) when the gap \(L\) shrinks, with \(\ell\) the decay length, and reaches about 0.6 V at 1 µm. It assigns the whole junction disturbance to the slowest mode and ignores both the junction depth and the widening of the drain's own depletion region, so it gives only the order of magnitude. For abrupt junctions 0.05 to 0.35 µm deep under the same oxide it errs on the high side, by a factor of roughly 1.2 to 3.
- **Oxide field.** At the uncharged threshold it is 0.48 MV/cm, about 5 % of a rough breakdown field of 10 MV/cm. For a 3.1 eV barrier and an electron mass of 0.42 free-electron masses, the estimated tunnelling probability for an electron at the band edge is below \(10^{-200}\). Thermally excited electrons cross more easily, but the current through an ideal oxide is still negligible.

For the stated ideal structure, then, the answers are 19.1 V and \(5.2\times10^{11}\ \mathrm{cm^{-2}}\) at the interface. The numerical output below lists the intermediate values.

## Table of computed values

```
Oxide thickness: 400 nm
Acceptor density: 1.0e+17 cm^-3
Temperature: 300 K
Intrinsic density (input): 1.0e+10 cm^-3
Relative permittivity, oxide: 3.9
Relative permittivity, silicon: 11.7
Thermal voltage: 0.02585 V
Silicon gap: 1.1245 eV
Bulk potential phi_F: 0.4167 V
Surface potential 2 phi_F: 0.8334 V
Work-function difference phi_ms: -0.9789 V
Oxide capacitance: 8.633 nF/cm2
Depletion width: 103.8 nm
Depletion charge: 0.1663 uC/cm2
Depletion charge / q: 1.038e+12 cm^-2
Oxide voltage at threshold: 19.267 V
Threshold, formula: 19.121 V
Threshold, Poisson: 19.121 V
Fixed charge that halves it: 0.0825 uC/cm2
Fixed charge number N_f: 5.151e+11 cm^-2
Halved threshold, formula: 9.560 V
Halved threshold, Poisson sheet: 9.561 V
Poisson, uniform charge 2 N_f: 9.561 V
Electron share of Q_d at threshold: 1.59 %
Threshold at 1 V source bias, formula: 28.431 V
Threshold at 1 V source bias, Poisson: 28.431 V
Swing below halved threshold, Poisson: 0.846 V/decade
Swing, formula: 0.808 V/decade
Electrons at threshold: 1.65e+10 cm^-2
Electrons, charged oxide, 5 V line: 1.80e+05 cm^-2
Surface potential, same case: 0.532 V
Decades below threshold density: 4.96
Threshold at half doping: 13.164 V
Half doping with same N_f: 3.603 V
Hot temperature: 398 K
Threshold when hot: 17.224 V
Hot threshold with same N_f: 7.664 V
Gate volts per surface volt: 12.56
Quantum/classical electron ratio: 0.328
Confinement shift of threshold: 0.362 V
Ionized acceptors in neutral bulk: 93.6 %
Incomplete-ionization shift: -0.042 V
Fermi level above valence edge: 5.80 kT
Polysilicon depletion voltage: 0.83 mV
Lateral decay length: 140.5 nm
Assumed junction spacing: 2.0 um
Assumed drain bias: 5.0 V
Drain lowering, rough: 17.6 mV
Silicon surface field: 0.161 MV/cm
Oxide field, no fixed charge: 0.482 MV/cm
Oxide field, with N_f: 0.243 MV/cm
Oxide field / rough 10 MV/cm breakdown: 0.048
log10 tunnelling probability: -218
```
